# Pseudo-Hydrogen Charges for Cut Gallium and Arsenic Bonds: verification in Python

```python
"""
Result under test: a cut bond of a tetrahedral III-V crystal is closed by a
pseudo-hydrogen of charge Z = 2 - v/4 (v = valence of the host atom), that is
5/4 on the cation (v = 3, Ga) and 3/4 on the anion (v = 5, As); coupling to
the pseudo-hydrogen orbital removes the dangling-bond states from the gap.

Symbols: n_c, n_a  numbers of cations and anions in a cluster
         d_c, d_a  numbers of cut bonds on cations and on anions
         e_h       energy of an sp3 hybrid;  V  coupling of two bond hybrids
Model: orthogonal nearest-neighbour sp3 tight binding, energies in hartree.
Lengths are in quarters of the cubic lattice constant.
The parameters are round model values, not a fit to a material.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
VALENCE = {"c": 3, "a": 5}
E_S = {"c": -0.10, "a": -0.30}
E_P = {"c": 0.14, "a": 0.04}
SS, SP, PP_SIGMA, PP_PI = -0.06, 0.08, 0.11, -0.03
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
OTHER = {"c": "a", "a": "c"}


def onsite(kind):
    return np.diag([E_S[kind]] + 3 * [E_P[kind]])


def hopping(vector):
    """Block <cation orbital|H|anion orbital>, vector from cation to anion."""
    u = np.asarray(vector) / np.linalg.norm(vector)
    block = np.zeros((4, 4))
    block[0, 0] = SS
    block[0, 1:] = SP * u
    block[1:, 0] = -SP * u
    block[1:, 1:] = (PP_SIGMA - PP_PI) * np.outer(u, u) + PP_PI * np.eye(3)
    return block


def hybrid(vector):
    """sp3 hybrid pointing along vector, in the basis s, px, py, pz."""
    u = np.asarray(vector) / np.linalg.norm(vector)
    return np.concatenate(([0.5], np.sqrt(3) / 2 * u))


def bulk_levels(k):
    h = np.zeros((8, 8), complex)
    h[:4, :4], h[4:, 4:] = onsite("c"), onsite("a")
    h[:4, 4:] = sum(np.exp(1j * (k @ b)) * hopping(b) for b in BONDS)
    h[4:, :4] = h[:4, 4:].conj().T
    return np.linalg.eigvalsh(h)


class Cluster:
    def __init__(self, centre, radius_squared):
        centre = np.array(centre, float)
        self.sites = {}
        for m in itertools.product(range(-5, 6), repeat=3):
            if sum(m) % 2:
                continue
            for kind, shift in (("c", 0), ("a", 1)):
                r = 2 * np.array(m) + shift
                if np.sum((r - centre) ** 2) < radius_squared + 0.01:
                    self.sites[tuple(int(x) for x in r)] = kind
        index = {r: i for i, r in enumerate(self.sites)}
        size = 4 * len(index)
        self.h_bare = np.zeros((size, size))
        self.intact = 0
        self.host = []
        columns = []
        for r, kind in self.sites.items():
            i = 4 * index[r]
            self.h_bare[i:i + 4, i:i + 4] = onsite(kind)
            for b in (BONDS if kind == "c" else -BONDS):
                neighbour = tuple(int(x) for x in np.array(r) + b)
                if neighbour in index:
                    if kind == "c":
                        j = 4 * index[neighbour]
                        block = hopping(b)
                        self.h_bare[i:i + 4, j:j + 4] = block
                        self.h_bare[j:j + 4, i:i + 4] = block.T
                        self.intact += 1
                else:
                    column = np.zeros(size)
                    column[i:i + 4] = hybrid(b)
                    columns.append(column)
                    self.host.append(kind)
        self.dangling = np.array(columns).T
        kinds = list(self.sites.values())
        self.n = {x: kinds.count(x) for x in "ca"}
        self.d = {x: self.host.count(x) for x in "ca"}
        self.atom_electrons = sum(VALENCE[x] * self.n[x] for x in "ca")

    def passivated(self, h_level, coupling):
        link = coupling * self.dangling
        corner = np.diag([h_level[x] for x in self.host])
        return np.linalg.eigvalsh(
            np.block([[self.h_bare, link], [link.T, corner]]))

    def electrons(self, z):
        return self.atom_electrons + sum(z[x] * self.d[x] for x in "ca")


# Bulk band edges from a mesh of Bloch vectors that contains k = 0
lattice = np.array([[0, 2, 2], [2, 0, 2], [2, 2, 0]], float)
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
mesh = 10
bands = np.array([bulk_levels(np.array(f) / mesh @ reciprocal)
                  for f in itertools.product(range(mesh), repeat=3)])
valence_top, conduction_bottom = bands[:, 3].max(), bands[:, 4].min()
middle = (valence_top + conduction_bottom) / 2
assert conduction_bottom > valence_top


def count_in(levels, low, high):
    return int(np.sum((levels > low + 1e-8) & (levels < high - 1e-8)))


# Hybrid energies, coupling inside one atom, and coupling across a bond
b0, b1 = BONDS[0], BONDS[1]
e_h = {x: hybrid(b0) @ onsite(x) @ hybrid(b0) for x in "ca"}
intra = {x: hybrid(b0) @ onsite(x) @ hybrid(b1) for x in "ca"}
V = hybrid(b0) @ hopping(b0) @ hybrid(-b0)
for x in "ca":
    assert np.isclose(e_h[x], (E_S[x] + 3 * E_P[x]) / 4)
    assert np.isclose(intra[x], (E_S[x] - E_P[x]) / 4)
assert np.isclose(V, (SS - 2 * np.sqrt(3) * SP - 3 * PP_SIGMA) / 4)

# The pseudo-hydrogen takes the level of the missing neighbour's hybrid
h_level = {x: e_h[OTHER[x]] for x in "ca"}
pair = np.linalg.eigvalsh([[e_h["c"], V], [V, h_level["c"]]])
half = np.hypot((e_h["c"] - h_level["c"]) / 2, V)
mean = (e_h["c"] + h_level["c"]) / 2
assert np.allclose(pair, [mean - half, mean + half])

clusters = {
    "cation-centred": Cluster((0, 0, 0), 16),
    "anion-centred": Cluster((1, 1, 1), 16),
    "larger": Cluster((0, 0, 0), 27),
    "bond-centred": Cluster((0.5, 0.5, 0.5), 13),
}
levels, below = {}, {}
for name, cl in clusters.items():
    levels[name] = cl.passivated(h_level, V)
    below[name] = int(np.sum(levels[name] < middle))
    assert count_in(levels[name], valence_top, conduction_bottom) == 0
    assert below[name] == cl.intact + cl.d["c"] + cl.d["a"]

# Charges recovered from diagonalized level counts of two clusters
two = ["cation-centred", "anion-centred"]
matrix = [[clusters[q].d["c"], clusters[q].d["a"]] for q in two]
need = [2 * below[q] - clusters[q].atom_electrons for q in two]
solution = np.linalg.solve(matrix, need)
z_count = {x: 2 - VALENCE[x] / 4 for x in "ca"}
assert np.allclose(solution, [z_count["c"], z_count["a"]])

z_one = {"c": 1.0, "a": 1.0}
z_swapped = {"c": z_count["a"], "a": z_count["c"]}
for name, cl in clusters.items():
    assert np.isclose(cl.electrons(z_count), 2 * below[name])
    excess = cl.electrons(z_one) - 2 * below[name]
    assert np.isclose(excess, cl.n["a"] - cl.n["c"])
stoich = clusters["bond-centred"]
assert stoich.n["c"] == stoich.n["a"]

# Bare main cluster: gap states and their weight on the dangling hybrids
main = clusters["cation-centred"]
main_levels, filled = levels["cation-centred"], below["cation-centred"]
homo, lumo = main_levels[filled - 1], main_levels[filled]
bare, vectors = np.linalg.eigh(main.h_bare)
weight = np.sum((main.dangling.T @ vectors) ** 2, axis=0)
inside = (bare > homo + 1e-8) & (bare < lumo - 1e-8)
bare_bulk_gap = count_in(bare, valence_top, conduction_bottom)
cut = main.d["c"] + main.d["a"]
assert bare_bulk_gap > 0
assert 0 < inside.sum() <= cut
assert weight[inside].mean() > 2 * weight[~inside].mean()
assert main.atom_electrons % 2 == 1
half_filled = bare[main.atom_electrons // 2]

# Control: one common pseudo-hydrogen level for both kinds of cut bond
common = (e_h["c"] + e_h["a"]) / 2
control = main.passivated({"c": common, "a": common}, V)
assert count_in(control, valence_top, conduction_bottom) == 0
assert int(np.sum(control < middle)) == filled

print(f"E_s cation, anion: {E_S['c']:.2f}, {E_S['a']:.2f} hartree")
print(f"E_p cation, anion: {E_P['c']:.2f}, {E_P['a']:.2f} hartree")
print(f"ss-sigma, sp-sigma: {SS:.2f}, {SP:.2f} hartree")
print(f"pp-sigma, pp-pi: {PP_SIGMA:.2f}, {PP_PI:.2f} hartree")
print(f"bulk valence top: {valence_top:.4f} hartree")
print(f"bulk conduction bottom: {conduction_bottom:.4f} hartree")
print(f"bulk gap: {conduction_bottom - valence_top:.4f} hartree")
print(f"hybrid energy cation, anion: {e_h['c']:.4f}, {e_h['a']:.4f} hartree")
print(f"same-atom hybrid coupling cation, anion: "
      f"{intra['c']:.4f}, {intra['a']:.4f} hartree")
print(f"bond coupling V: {V:.4f} hartree")
print(f"pseudo-H level on cation, on anion: "
      f"{h_level['c']:.4f}, {h_level['a']:.4f} hartree")
print(f"isolated bond levels: {pair[0]:.4f}, {pair[1]:.4f} hartree")
print(f"charges from level counts: on cation {solution[0]:.4f}, "
      f"on anion {solution[1]:.4f} e")
for name, cl in clusters.items():
    print(f"{name}: n_c={cl.n['c']} n_a={cl.n['a']} d_c={cl.d['c']} "
          f"d_a={cl.d['a']} intact bonds={cl.intact}")
    top, bottom = levels[name][below[name] - 1:below[name] + 1]
    print(f"  levels below gap {below[name]}, highest {top:.4f}, "
          f"next {bottom:.4f} hartree")
    print(f"  electrons: atoms {cl.atom_electrons}, "
          f"with 1.25/0.75 {cl.electrons(z_count):.0f}, "
          f"with Z=1 {cl.electrons(z_one):.0f}")
print("main cluster = cation-centred")
print(f"electrons with interchanged charges: {main.electrons(z_swapped):.0f}")
print(f"bare: states in bulk gap: {bare_bulk_gap}")
print(f"bare: states in passivated cluster's gap: {inside.sum()} "
      f"(upper bound {cut})")
print(f"bare: lowest, highest of these: {bare[inside].min():.4f}, "
      f"{bare[inside].max():.4f} hartree")
print(f"bare: mean dangling weight of these: {weight[inside].mean():.3f}")
print(f"bare: mean dangling weight of others: {weight[~inside].mean():.3f}")
print(f"bare: singly occupied level number {main.atom_electrons // 2 + 1} "
      f"at {half_filled:.4f} hartree")
print(f"passivated gap: {lumo - homo:.4f} hartree = "
      f"{(lumo - homo) * HARTREE_EV:.2f} eV")
for fraction in (0, 0.25, 0.5, 0.75, 1):
    scan = main.passivated(h_level, fraction * V)
    number = count_in(scan, valence_top, conduction_bottom)
    print(f"coupling {fraction:.2f} V: states in bulk gap {number}")
print(f"control, common pseudo-H level {common:.4f} hartree: "
      f"gap {control[filled] - control[filled - 1]:.4f} hartree")
print("no test failed")
```

Printed output:

```
E_s cation, anion: -0.10, -0.30 hartree
E_p cation, anion: 0.14, 0.04 hartree
ss-sigma, sp-sigma: -0.06, 0.08 hartree
pp-sigma, pp-pi: 0.11, -0.03 hartree
bulk valence top: 0.0067 hartree
bulk conduction bottom: 0.0600 hartree
bulk gap: 0.0533 hartree
hybrid energy cation, anion: 0.0800, -0.0450 hartree
same-atom hybrid coupling cation, anion: -0.0600, -0.0850 hartree
bond coupling V: -0.1668 hartree
pseudo-H level on cation, on anion: -0.0450, 0.0800 hartree
isolated bond levels: -0.1606, 0.1956 hartree
charges from level counts: on cation 1.2500, on anion 0.7500 e
cation-centred: n_c=19 n_a=16 d_c=24 d_a=12 intact bonds=52
  levels below gap 88, highest -0.0452, next 0.0804 hartree
  electrons: atoms 137, with 1.25/0.75 176, with Z=1 173
anion-centred: n_c=16 n_a=19 d_c=12 d_a=24 intact bonds=52
  levels below gap 88, highest -0.0439, next 0.0838 hartree
  electrons: atoms 143, with 1.25/0.75 176, with Z=1 179
larger: n_c=43 n_a=44 d_c=36 d_a=40 intact bonds=136
  levels below gap 212, highest -0.0291, next 0.0787 hartree
  electrons: atoms 349, with 1.25/0.75 424, with Z=1 425
bond-centred: n_c=16 n_a=16 d_c=21 d_a=21 intact bonds=43
  levels below gap 85, highest -0.0455, next 0.0843 hartree
  electrons: atoms 128, with 1.25/0.75 170, with Z=1 170
main cluster = cation-centred
electrons with interchanged charges: 170
bare: states in bulk gap: 16
bare: states in passivated cluster's gap: 22 (upper bound 36)
bare: lowest, highest of these: -0.0332, 0.0485 hartree
bare: mean dangling weight of these: 0.664
bare: mean dangling weight of others: 0.181
bare: singly occupied level number 69 at 0.0394 hartree
passivated gap: 0.1256 hartree = 3.42 eV
coupling 0.00 V: states in bulk gap 16
coupling 0.25 V: states in bulk gap 13
coupling 0.50 V: states in bulk gap 1
coupling 0.75 V: states in bulk gap 0
coupling 1.00 V: states in bulk gap 0
control, common pseudo-H level 0.0175 hartree: gap 0.1241 hartree
no test failed
```
